# Chern number as an obstruction to smooth Bloch gauges and localized Wannier functions

## Definitions and conventions

Consider one electron in a potential periodic in the $xy$ plane, with lattice vectors $\mathbf R$, cell area $S$ and reciprocal vectors $\mathbf G$. The system may have a finite thickness along $z$. Bloch functions are $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, where $u_{\mathbf k}$ is cell-periodic and normalized over one cell. Brackets $\langle\cdot|\cdot\rangle$ between $u$'s are integrals over that cell, and $\partial_x,\partial_y$ acting on $u$ or $P$ are derivatives with respect to $k_x,k_y$.

The band is isolated: at every $\mathbf k$ a gap separates it from all other bands. Its projector is $P(\mathbf k)=|u_{\mathbf k}\rangle\langle u_{\mathbf k}|$. Define

$$\mathbf A=i\langle u|\nabla u\rangle,\qquad \Omega=\partial_xA_y-\partial_yA_x,\qquad C=\frac1{2\pi}\int_{BZ}\Omega\,d^2k .$$

A periodic gauge is a choice of phases with $\psi_{\mathbf k+\mathbf G}=\psi_{\mathbf k}$, which means $u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$.

Two statements are proved.

1. If the band has a smooth, normalized, periodic gauge, then $C=0$.
2. If the band has a Wannier function $w$ whose lattice translates form an orthonormal basis of the band, and $\int(x^2+y^2)|w|^2d^3r$ is finite, then $C=0$.

An exponentially localized $w$ has a finite second moment, so $C\neq0$ excludes it. Bloch functions exist at every $\mathbf k$ in either case. What fails for $C\ne0$ is a single smooth and periodic choice of their phases.

## The curvature does not depend on the gauge

The projector can be written as

$$P(\mathbf k)=\frac1{2\pi i}\oint\frac{dz}{z-H(\mathbf k)},\qquad H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r},$$

with a contour that encloses the band energy alone. Because of the gap, the same contour serves for all nearby $\mathbf k$, and the integrand is smooth there. Hence $P$ is smooth. Near any $\mathbf k_0$ a smooth local gauge follows by projecting $u_{\mathbf k_0}$ with $P(\mathbf k)$ and normalizing.

In such a gauge the second derivatives of $u$ cancel from $\Omega$:

$$\Omega=i\big(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\big)=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle .\tag{1}$$

To express this through $P$, set $\alpha=\langle u|\partial_xu\rangle$ and $\beta=\langle u|\partial_yu\rangle$. Differentiating $\langle u|u\rangle=1$ gives $\langle\partial_xu|u\rangle=-\alpha$ and $\langle\partial_yu|u\rangle=-\beta$. Then

$$\langle u|\partial_xP=\alpha\langle u|+\langle\partial_xu|,\qquad \partial_yP|u\rangle=|\partial_yu\rangle-\beta|u\rangle,$$

$$\langle u|\partial_xP\,\partial_yP|u\rangle=\alpha\beta-\alpha\beta+\langle\partial_xu|\partial_yu\rangle+\alpha\beta .$$

The remaining $\alpha\beta$ is symmetric in $x$ and $y$ and drops out of the commutator, so

$$\Omega=i\,\mathrm{Tr}\,P[\partial_xP,\partial_yP].\tag{2}$$

No phase of $u$ appears in (2). Thus $\Omega$ and $C$ are properties of the band.

## A smooth periodic gauge gives zero

In a periodic gauge the factor $e^{-i\mathbf G\cdot\mathbf r}$ does not depend on $\mathbf k$. Therefore

$$\mathbf A(\mathbf k+\mathbf G)=i\langle u_{\mathbf k}|e^{i\mathbf G\cdot\mathbf r}e^{-i\mathbf G\cdot\mathbf r}\nabla u_{\mathbf k}\rangle=\mathbf A(\mathbf k).$$

If $u$ is smooth throughout the zone, Stokes' theorem gives $2\pi C=\oint_{\partial BZ}\mathbf A\cdot d\mathbf k$. Opposite edges carry the same $\mathbf A$ and are traversed in opposite directions, so they cancel in pairs and $C=0$. This proves statement 1.

Both properties are needed. A gauge can be smooth over the whole zone but mismatched at the edges, or periodic but singular at some points. Either leaves room for $C\neq0$.

## Where the obstruction appears in a calculation

A Wannier function can be constructed by starting from a localized trial orbital. Let $t_{\mathbf k}$ be the cell-periodic part of its Bloch sum, which is smooth and periodic in the sense above. The projected gauge is

$$u_{\mathbf k}=\frac{P(\mathbf k)t_{\mathbf k}}{\|P(\mathbf k)t_{\mathbf k}\|}.\tag{3}$$

It is smooth wherever $Pt\neq0$. Suppose the zeros are isolated points $\mathbf k_j$. Near each, write $u=e^{i\theta}v$, where $\theta$ increases by $2\pi n_j$ on a counterclockwise circuit and $v$ has bounded derivatives. Then

$$\mathbf A=-\nabla\theta+i\langle v|\nabla v\rangle .$$

On a circle shrinking to $\mathbf k_j$ the second term contributes nothing, and $\oint\mathbf A\cdot d\mathbf k\to-2\pi n_j$. Apply Stokes' theorem to the zone with small discs removed. The outer edges cancel, and the inner circles are traversed clockwise, which brings a minus sign:

$$2\pi C=-\sum_j\oint_{\rm ccw}\mathbf A\cdot d\mathbf k=2\pi\sum_jn_j,\qquad C=\sum_jn_j.\tag{4}$$

A different trial orbital can move, create or remove vortices, but it cannot change their sum. If $C\neq0$, every localized trial orbital therefore has vanishing projection at one or more $\mathbf k$. A small minimum of $\|Pt\|$ over the mesh is a warning sign. It is not proof, because a poor trial can have zeros in a band with $C=0$, and a coarse mesh can step over a zero.

On a mesh, phases are read from overlaps. For a small step $\boldsymbol\delta$,

$$\langle u_{\mathbf k}|u_{\mathbf k+\boldsymbol\delta}\rangle\approx1-i\mathbf A\cdot\boldsymbol\delta,\qquad \arg\langle u_{\mathbf k}|u_{\mathbf k+\boldsymbol\delta}\rangle\approx-\mathbf A\cdot\boldsymbol\delta .$$

With these conventions, the winding of a vortex is $+1/2\pi$ times the sum of overlap phases on a small counterclockwise circle. The Chern number is $-1/2\pi$ times the sum, over mesh plaquettes, of the phase of the counterclockwise product of four overlaps. That phase must be taken between $-\pi$ and $\pi$, so the mesh must be fine enough for the flux through each plaquette to stay well below $\pi$.

## From Wannier functions to gauges

In a periodic gauge define

$$w(\mathbf r-\mathbf R)=\frac{S}{(2\pi)^2}\int_{BZ}d^2k\,e^{-i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r).$$

The inverse relation is $\psi_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w(\mathbf r-\mathbf R)$, or

$$u_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w(\mathbf r-\mathbf R).\tag{5}$$

Now start from a given $w$ and use (5) to define $u_{\mathbf k}$. Replacing $\mathbf k$ by $\mathbf k+\mathbf G$ produces the factor $e^{-i\mathbf G\cdot\mathbf r}$, since $e^{i\mathbf G\cdot\mathbf R}=1$, so the gauge is periodic. In the norm, the cell integrals combine into an integral over all space:

$$\langle u_{\mathbf k}|u_{\mathbf k}\rangle=\sum_{\mathbf D}e^{i\mathbf k\cdot\mathbf D}\int w^*(\mathbf r)\,w(\mathbf r-\mathbf D)\,d^3r=1,$$

where the last step uses orthonormal translates.

If the norm of $w$ in the cell at $\mathbf R$ is bounded by a constant times $e^{-\kappa|\mathbf R|}$, each $\mathbf k$ derivative of (5) brings down one factor of distance, and the sum still converges uniformly. The gauge is then smooth and periodic, and statement 1 gives $C=0$.

### The second moment suffices

Differentiating (5) once multiplies each term by $-i(x-X)$ or $-i(y-Y)$, where $\mathbf R=(X,Y)$. When $\langle\partial_xu|\partial_yu\rangle$ is averaged over the zone, terms with different $\mathbf R$ vanish, because the average of $e^{i\mathbf k\cdot\mathbf D}$ is zero for $\mathbf D\neq0$. The prefactors give $(+i)(-i)=1$, and

$$\frac{S}{(2\pi)^2}\int_{BZ}\langle\partial_xu|\partial_yu\rangle\,d^2k=\int xy\,|w|^2d^3r.\tag{6}$$

The right side is finite, since $|xy|\le(x^2+y^2)/2$, and it is real. From (1),

$$C=\frac1{2\pi}\,\frac{(2\pi)^2}{S}\,(-2)\,\mathrm{Im}\int xy\,|w|^2d^3r=0 .$$

With only a second moment, $u$ need not be differentiable at every point. It has square-integrable weak derivatives, because the differentiated series converges in the mean-square sense. The product rule holds almost everywhere for bounded functions of this kind, so the algebra leading to (2) holds almost everywhere, which is enough under the integral. This proves statement 2.

A tail with cell norm of order $R^{-2-\epsilon}$, $\epsilon>0$, would give a second moment of order $\int R\,dR\,R^2R^{-4-2\epsilon}$, which converges at large $R$. Such a tail is therefore also excluded when $C\neq0$.

### Several bands together

For a group of $J$ bands isolated as a whole, the total Chern number is defined by (2) with $P=\sum_n|u_n\rangle\langle u_n|$. Let $(a_x)_{mn}=\langle u_m|\partial_xu_n\rangle$, which is anti-Hermitian, and likewise $a_y$. Differentiating $P^2=P$ and multiplying by $P$ on both sides gives $P\,\partial_xP\,P=0$, so $P\,\partial_xP=\sum_n|u_n\rangle\langle\partial_xu_n|(1-P)$. Also $(1-P)\,\partial_yP|u_n\rangle=(1-P)|\partial_yu_n\rangle$. The trace in (2) is therefore $\langle\partial_xu_n|(1-P)|\partial_yu_n\rangle$ summed over $n$, minus its $x\leftrightarrow y$ partner. Since $\sum_n\langle\partial_xu_n|P|\partial_yu_n\rangle=-\mathrm{tr}\,a_xa_y$ is symmetric in $x$ and $y$, it cancels. Thus $\Omega=-2\,\mathrm{Im}\sum_n\langle\partial_xu_n|\partial_yu_n\rangle$, and (6), summed over $n$, again gives zero. The obstruction for a group is its total Chern number. Enlarging the group until the total vanishes removes this obstruction.

## The tail left by a vortex

Take a square lattice, $S=a^2$, and one vortex with $u\approx e^{i\varphi}v_0$ near its centre. The large-distance part of $w$ comes from this singularity:

$$w(\mathbf R)\simeq v_0\frac{a^2}{(2\pi)^2}\int d^2k\,e^{i\mathbf k\cdot\mathbf R}e^{i\varphi}
=v_0\frac{ia^2}{2\pi}e^{i\varphi_R}\int_0^\infty kJ_1(kR)\,dk .$$

The angular integral gave $2\pi iJ_1(kR)e^{i\varphi_R}$. The radial integral is defined with a factor $e^{-\eta k}$, which removes the irrelevant sharp cutoff at large $k$. Since $\int_0^\infty J_0(kR)e^{-\eta k}dk=(\eta^2+R^2)^{-1/2}$, minus its $R$ derivative gives $R(\eta^2+R^2)^{-3/2}\to1/R^2$. To leading order,

$$|w(\mathbf R)|\simeq\frac{a^2}{2\pi R^2}.\tag{7}$$

There are $2\pi R\,dR/a^2$ cells in a ring, so the weight beyond $R_0$ is

$$\int_{R_0}^\infty\frac{2\pi R\,dR}{a^2}\,\frac{a^4}{4\pi^2R^4}=\frac{a^2}{4\pi R_0^2}.\tag{8}$$

The second moment has an extra $R^2$ in the integrand and diverges as $(a^2/2\pi)\ln R_{\max}$. For several vortices, use $\sum_{\mathbf R}R^2|w|^2=(a^2/4\pi^2)\int\|\nabla u\|^2d^2k$. Near each vortex with $\theta\approx n_j\varphi$ the integrand is $n_j^2/k^2$, so each contributes a logarithm separately. The mesh spacing is the lower cutoff in $k$, and halving it raises the moment by

$$\Delta=\frac{a^2\ln2}{2\pi}\sum_jn_j^2.\tag{9}$$

The moment also contains a bounded term that depends on where each vortex sits within its mesh cell. A single step therefore equals (9) only when that relative position is the same on both meshes. Otherwise the steps scatter around (9); for the one-vortex band below, with the vortex at generic positions, they range from about 0.09 to 0.15 nm$^2$. Equation (9) also assumes that each phase winds uniformly. If instead $\theta\approx\arg(v_xk_x\pm iv_yk_y)$ with positive $v_x\neq v_y$, the winding is still $\pm1$, but that vortex's term is multiplied by $(v_x/v_y+v_y/v_x)/2>1$. The growth remains logarithmic. In the example below the two velocities are equal.

## Worked example: a magnetic topological-insulator film

### Model and isolated bands

The units are eV and nm. Let $\tau$ act on the two surfaces and $\sigma$ on spin, with both orbitals centred on the grid points:

$$H=t(\sin k_xa\,\tau_z\sigma_x+\sin k_ya\,\tau_z\sigma_y)+M\tau_x+g\sigma_z,$$

$$M=m_0+b(2-\cos k_xa-\cos k_ya).$$

The inputs are $a=1$ nm, velocity parameter $0.30$ eV nm, $B=0.20$ eV nm$^2$, hybridization $m_0=10$ meV and exchange $g=50$ meV. Hence $t=0.30/1=0.30$ eV and $b=2B/a^2=0.40$ eV, which makes $M\approx m_0+Bk^2$ at small $k$.

The operator $\tau_x\sigma_z$ commutes with $H$. In the sector where it equals $s=\pm1$, $\tau_x=s\sigma_z$, while $\tau_z\sigma_x$, $\tau_z\sigma_y$ and $\sigma_z$ obey the Pauli algebra. Each block is thus $\mathbf d_s\cdot\boldsymbol\sigma$ with

$$\mathbf d_s=(t\sin k_xa,\;t\sin k_ya,\;g+sM),\qquad E=\pm|\mathbf d_s|.$$

Since $|\mathbf d_+|^2-|\mathbf d_-|^2=4gM>0$, the valence bands never touch. The upper one belongs to $s=-1$. At $\Gamma$ its energy is $-40$ meV, the lower valence band is at $-60$ meV and the conduction band at $+40$ meV. The smallest direct gaps on the mesh are 20 and 80 meV.

### Vortices

The lower-band projector is $P=(1-\hat{\mathbf d}\cdot\boldsymbol\sigma)/2$. For trial spin up,

$$P\binom10=\frac12\binom{1-\hat d_z}{-(\hat d_x+i\hat d_y)} .$$

This vanishes where $d_x=d_y=0$ and $d_z>0$. For $s=-1$, $d_z$ is $40$ meV at $\Gamma$, $40-800=-760$ meV at $X$ and $Y$, and $40-1600=-1560$ meV at $M$. The one zero is at $\Gamma$, where $u\to-e^{i\varphi}(0,1)^T$ and $n=+1$.

For trial spin down, $Pt=\frac12(-(\hat d_x-i\hat d_y),\,1+\hat d_z)^T$ vanishes at the other three points. With $\mathbf q$ measured from each, $d_x-id_y$ is proportional to $-(q_x+iq_y)$ at $X$, $q_x+iq_y$ at $Y$ and $-(q_x-iq_y)$ at $M$. The windings are $+1,+1,-1$, with sum 1. Quadrature of (2) gives $C=1.00000$, in agreement with both counts.

For $s=+1$, $d_z\geq60$ meV everywhere. Trial spin down then has no zero, the gauge is smooth and periodic, and $C=0$.

Identity (6) was tested in this second band after multiplying its smooth gauge by $e^{i\chi}$, with $\chi=0.7\sin(k_xa+k_ya)+0.2\cos(2k_xa-k_ya)$. Both sides equal $0.20841\,a^2$. The mean magnitude of the local imaginary part is $0.0353\,a^2$, so the vanishing of the averaged imaginary part is a cancellation across the zone.

### Spread and tails

The meshes are shifted by half a step, so that every vortex lies at the centre of a mesh cell; other shifts raise the $512^2$ value for $C=1$ by as much as 0.06 nm$^2$. On meshes of $256^2$, $512^2$ and $1024^2$ points, the second moment for $C=1$ is 0.802, 0.912 and 1.023 nm$^2$. It grows by 0.110 nm$^2$ per doubling, as (9) gives: $\ln2/(2\pi)=0.110$. The three-vortex gauge grows by 0.331 nm$^2$, three times as much. The $C=0$ moment stays at 0.1093 nm$^2$. A spread that looks acceptable on one mesh therefore does not establish localization; its change with mesh must be examined.

At $R=50$ nm, (7) predicts $1/(2\pi\times2500)=6.37\times10^{-5}$, and the computed value is $6.46\times10^{-5}$. On the $1024^2$ mesh the ratio to (7) is 1.054, 1.015 and 1.005 at 25, 50 and 100 nm. It approaches 1, as expected of a leading asymptotic term. The last value still contains a small contribution from periodic images of $w$: on a $4096^2$ mesh it is 1.003, while the other two are unchanged to the digits shown. The $C=0$ function at 50 nm is $2.7\times10^{-8}$. The weights beyond 50 nm are $3.2\times10^{-5}$ and $5.9\times10^{-13}$. The algebraic tail holds little weight here; the failure lies in its slow decay and the divergent moment.

The exponential rate for $C=0$ follows from shifting the $k_x$ integral into the complex plane until $|\mathbf d_+|^2=0$. At $k_y=0$, $k_x=iq$, this requires

$$t\sinh qa=g+m_0+b(1-\cosh qa),$$

with solution $q=0.178$ nm$^{-1}$, a decay length of 5.6 nm. The slope of the computed tail along $x$, corrected for a power-law prefactor, gives 0.177 nm$^{-1}$.

### What a one-band Hamiltonian keeps and loses

Single-band hoppings are Fourier coefficients of $E(\mathbf k)$, which does not depend on the gauge. In the $C=1$ band they decay at 0.146 nm$^{-1}$, against 0.147 nm$^{-1}$ from the complex zero of $E$, and are about $2\times10^{-6}$ meV at 50 nm. Short-ranged hoppings are therefore no evidence of localized orbitals. The scalar $E(\mathbf k)$ contains no information about $C$. That information enters through position matrix elements, the Fourier coefficients of $\mathbf A$. In a vortex gauge $\mathbf A\sim1/k$, and scaling $k$ by $1/R$ shows that they fall off as $1/R$.

A local description keeps both bands of the $s=-1$ block. Together they are spanned by the two orbitals at each grid point, whose total Chern number is zero.

### Limits and the real film

If $g$ is lowered to $m_0=10$ meV with the other inputs fixed, the $s=-1$ gap closes at $\Gamma$ and $C$ is undefined. Below that value $d_z<0$ at all four points, trial spin up has no zero, and $C=0$. The length $0.30/(0.050-0.010)=7.5$ nm diverges at the transition.

The parameters are rough values in the regime of magnetically doped bismuth–antimony telluride films; the 80 meV gap is probably on the large side. The 1 nm cell is a regularization, not the crystal lattice, and by (7) the tail amplitude scales with its area. Adding a surface asymmetry of $\pm5$ meV and hexagonal warping of 0.25 eV nm$^3$ leaves $C=1$ and changes the gaps to 22.4 and 77.6 meV. Both minima stay at $\Gamma$, where the warping term vanishes, so the change comes from the asymmetry alone. The Coulomb energy at 7.5 nm would be 3.8 meV, about 5% of the 80 meV gap, if a dielectric constant of 50 filled all space. A film a few nanometres thick screens less, because field lines leave it. For two charges at mid-plane of a 6 nm film, summing image charges gives about 10 meV when the surroundings have dielectric constant 12 and 18 meV when they have 4, or 13% and 23% of the gap. Interactions are therefore not negligible in general, and the one-electron model omits them. Temperature changes occupations, not $C$. With the chemical potential at mid-gap, weighting each block's curvature by $f(-E)-f(E)=\tanh(E/2k_BT)$ gives a Hall conductance of 1.000, 0.9996 and 0.90 $e^2/h$ at 4, 77 and 300 K. These values hold $g$ fixed, whereas real films lose their magnetic order on heating, and quantization in doped films has typically required temperatures of about 1 K or less. Disorder breaks the translation symmetry assumed here, and its effect is not estimated. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
cell a = 1.00 nm, velocity parameter = 0.30 eV nm
B = 0.20 eV nm^2, m0 = 10 meV, g = 50 meV
t = 0.30 eV, b = 0.40 eV
Dirac length of C=1 block = 7.50 nm
C from curvature, upper valence band = 1.00000
C from curvature, lower valence band = -0.00000
windings, trial up: Gamma 1, X 0, Y 0, M 0
  unrounded sum = 1.0000
windings, trial down: Gamma 0, X 1, Y 1, M -1
  unrounded sum = 1.0000
Parseval test, twisted smooth gauge, C=0 band (units a^2):
  k side: real 0.20841, |imag| 8.7e-19
  R side: 0.20841; mean local |imag| 0.0353
second moment of w (nm^2) by mesh:
   256 x 256   C=1: 0.8019   C=0: 0.109256
   512 x 512   C=1: 0.9123   C=0: 0.109256
  1024 x 1024  C=1: 1.0227   C=0: 0.109256
growth per doubling, C=1: 0.1105, 0.1104 nm^2
predicted growth, one vortex = 0.1103 nm^2
growth, three vortices = 0.3310 nm^2 (predicted 0.3310)
last mesh shift, C=0: 2.8e-17 nm^2
R (nm), |w| C=1, |w| 2 pi R^2/a^2, |w| C=0:
    25  2.684e-04  1.0541  6.06e-06
    50  6.462e-05  1.0150  2.73e-08
   100  1.599e-05  1.0045  1.50e-12
weight beyond 50 nm, C=1: 3.226e-05 (law 3.183e-05)
weight beyond 50 nm, C=0: 5.85e-13
decay rate of w, C=0: 0.1772 1/nm (zero of E 0.1779)
decay length of w, C=0: 5.62 nm
decay rate of hopping, C=1: 0.1462 1/nm (zero of E 0.1473)
hopping at 50 nm, C=1 band: 1.85e-06 meV
film gaps below/above band: 20.0, 80.0 meV
added asymmetry = 5 meV, warping = 0.25 eV nm^3
film gaps with both: 22.4, 77.6 meV
film C without, with both = 1.0000, 1.0000
Hall conductance at 4 K = 1.00000 e^2/h
Hall conductance at 77 K = 0.99961 e^2/h
Hall conductance at 300 K = 0.90342 e^2/h
Coulomb energy at Dirac length = 3.8 meV (eps_r 50)
```
